# Why a planar four-detector photopolarimeter is singular, and what rotation cures

A four-detector photopolarimeter sends one beam onto four photodiodes in succession. The first three, D0, D1 and D2, each absorb part of the light and reflect the rest; D3 receives the remainder at normal incidence. The four currents depend linearly on the Stokes vector $S=(S_0,S_1,S_2,S_3)^T$ of the incoming beam, $I=AS$, and the instrument measures $S$ by inverting $A$.

If the detectors are isotropic and all planes of incidence coincide, the currents do not depend on $S_2$ or $S_3$. The matrix then has rank at most two, and no calibration can rescue it. If the plane of D1 is turned by $\alpha_1$ from that of D0, and the plane of D2 by $\alpha_2$ from that of D1, then

$$\det A=K\,T_3\prod_{k=0}^{2}\frac{T_{s,k}R_{p,k}-T_{p,k}R_{s,k}}{2}\;R_{p,0}R_{s,0}\sqrt{R_{p,1}R_{s,1}}\;\sin\Delta_1\,\sin2\alpha_1\,\sin2\alpha_2 .\qquad(1)$$

Here $R$ is a reflectance and $T$ the fraction of the power arriving at a detector that is absorbed in its photosensitive silicon, for $p$ or $s$ polarization. $T_3$ belongs to D3, $\Delta_1=\arg(r_p/r_s)$ is the phase retardance of D1, and $K$ is the product of the four responsivities $\kappa_k$ (current per absorbed power). Rotation is therefore necessary but not sufficient: the other factors must also differ from zero.

## The symmetry behind the singularity

Let $p$ lie in the plane of incidence and $s$ perpendicular to it, with $(p,s,k)$ right-handed and $k$ the direction of travel. Fields vary as $e^{-i\omega t}$, and

$$S_0=|E_p|^2+|E_s|^2,\quad S_1=|E_p|^2-|E_s|^2,\quad S_2+iS_3=2E_p^*E_s ,$$

averaged over time if the light is partially polarized.

Reflect the whole planar instrument in its plane of incidence. Isotropic, achiral detectors are unchanged, and so is the beam path. The field component $E_s$ changes sign, which reverses $S_2$ and $S_3$ and leaves $S_0$ and $S_1$ alone. The currents must be the same before and after. A linear function of $S_2$ and $S_3$ that is unchanged when both are reversed is zero, so the last two columns of $A$ vanish.

A beam path that does not lie in one plane lacks this mirror symmetry. Its loss permits a response to $S_2$ and $S_3$; whether there is enough of it requires calculation.

## Reflection, detection and rotation

An isotropic surface does not mix $p$ and $s$: $E_p'=r_pE_p$ and $E_s'=r_sE_s$. With $R_p=|r_p|^2$ and $R_s=|r_s|^2$,

$$S_0'=R_p\frac{S_0+S_1}{2}+R_s\frac{S_0-S_1}{2},\qquad S_1'=R_p\frac{S_0+S_1}{2}-R_s\frac{S_0-S_1}{2}.$$

The other pair follows from $r_p^*r_s=\sqrt{R_pR_s}\,e^{-i\Delta}$:

$$S_2'+iS_3'=\sqrt{R_pR_s}\,e^{-i\Delta}(S_2+iS_3).$$

Define $r=(R_p+R_s)/2$, $q=(R_p-R_s)/(R_p+R_s)$ and $h=\sqrt{1-q^2}$, so that $rh=\sqrt{R_pR_s}$. Reflection then acts as $rN$, with

$$N=\begin{pmatrix}1&q&0&0\\q&1&0&0\\0&0&h\cos\Delta&h\sin\Delta\\0&0&-h\sin\Delta&h\cos\Delta\end{pmatrix}.$$

A detector absorbs the power $T_p(S_0+S_1)/2+T_s(S_0-S_1)/2$. Its response is therefore the row $\kappa b(1,g,0,0)$, with $b=(T_p+T_s)/2$ and $g=(T_p-T_s)/(T_p+T_s)$. Once inside the isotropic silicon, $p$ and $s$ power decay with depth at the same rate, so imperfect carrier collection merely reduces $\kappa$.

Turning the axes by $\alpha$, with $e_p'=\cos\alpha\,e_p+\sin\alpha\,e_s$, changes the Stokes components by

$$R(\alpha)=\begin{pmatrix}1&0&0&0\\0&\cos2\alpha&\sin2\alpha&0\\0&-\sin2\alpha&\cos2\alpha&0\\0&0&0&1\end{pmatrix}.$$

Write $R_1=R(\alpha_1)$ and $R_2=R(\alpha_2)$. Following the beam once through the instrument gives the rows of $A$:

$$\begin{aligned}
a_0&=\kappa_0b_0(1,g_0,0,0),\\
a_1&=\kappa_1r_0b_1(1,g_1,0,0)R_1N_0,\\
a_2&=\kappa_2r_0r_1b_2(1,g_2,0,0)R_2N_1R_1N_0,\\
a_3&=\kappa_3r_0r_1r_2T_3(1,q_2,0,0)R_2N_1R_1N_0 .
\end{aligned}$$

The last line uses $(1,0,0,0)N_2=(1,q_2,0,0)$, because D3 responds only to total power.

In a common plane $R_1=R_2=1$. Every factor keeps the pair $(S_0,S_1)$ separate from $(S_2,S_3)$, so every row has the form $(x,y,0,0)$, as the symmetry required. A turn of $90^\circ$ only exchanges $p$ and $s$, and does not help either.

## The determinant, one detector at a time

Let $e_0,\dots,e_3$ be the unit row vectors and $f_j=e_jR_1N_0$. Multiplying out,

$$\begin{aligned}
f_0&=(1,\;q_0,\;0,\;0),\\
f_1&=(q_0\cos2\alpha_1,\;\cos2\alpha_1,\;h_0\sin2\alpha_1\cos\Delta_0,\;h_0\sin2\alpha_1\sin\Delta_0),\\
f_2&=(-q_0\sin2\alpha_1,\;-\sin2\alpha_1,\;h_0\cos2\alpha_1\cos\Delta_0,\;h_0\cos2\alpha_1\sin\Delta_0),\\
f_3&=(0,\;0,\;-h_0\sin\Delta_0,\;h_0\cos\Delta_0).
\end{aligned}$$

Apart from their scalar prefactors, the rows of D2 and D3 are $u+g_2v$ and $u+q_2v$, where

$$u=e_0R_2N_1R_1N_0=f_0+q_1f_1,$$

$$v=e_1R_2N_1R_1N_0=\cos2\alpha_2(q_1f_0+f_1)+h_1\sin2\alpha_2(\cos\Delta_1f_2+\sin\Delta_1f_3).$$

A determinant is linear in each row and vanishes when two rows are equal. Hence

$$\det[\,\cdot,\cdot,u+g_2v,u+q_2v\,]=(q_2-g_2)\det[\,\cdot,\cdot,u,v\,].$$

The row of D1 is $f_0+g_1f_1$, and $u=f_0+q_1f_1$. The same argument gives a factor $(q_1-g_1)$ and leaves $f_0,f_1$ in their places. The row of D0 is $e_0+g_0e_1$, and $f_0=e_0+q_0e_1$. This gives $(q_0-g_0)$ and leaves

$$\det[e_0,e_1,f_1,v].$$

The parts of $v$ along $f_0$ and $f_1$ drop out, since $f_0$ is a combination of $e_0$ and $e_1$. With $e_0$ and $e_1$ in the first two rows, only the last two components of the other rows count. Those of $f_2$ are parallel to those of $f_1$, so $f_2$ drops out too. There remains

$$h_0^2h_1\sin2\alpha_1\sin2\alpha_2\sin\Delta_1
\begin{vmatrix}\cos\Delta_0&\sin\Delta_0\\-\sin\Delta_0&\cos\Delta_0\end{vmatrix},$$

and the small determinant is one.

The scalar prefactors of the four rows multiply to $KT_3b_0b_1b_2r_0^3r_1^2r_2$. One factor $r_k$ goes with each difference:

$$r b(q-g)=\frac{(R_p-R_s)(T_p+T_s)-(R_p+R_s)(T_p-T_s)}{4}=\frac{T_sR_p-T_pR_s}{2}.$$

The leftover factors are $r_0^2h_0^2=R_{p,0}R_{s,0}$ and $r_1h_1=\sqrt{R_{p,1}R_{s,1}}$. This proves equation (1). For a lossless coating on absorbing silicon, $T=1-R$ and each bracket becomes $(R_p-R_s)/2$.

## What each factor demands

The differences $T_sR_p-T_pR_s$ require each reflecting detector to weigh $p$ against $s$ differently in its own current and in the light it passes on. If the two ratios agree, the detector adds no independent information. The factors $R_{p,0}R_{s,0}$ and $\sqrt{R_{p,1}R_{s,1}}$ forbid D0 and D1 from extinguishing either polarization, because a perfect polarizer destroys the relative phase needed later. D2 may extinguish one of them, since D3 measures only power.

The two rotations and the retardance work together. Consider a change in the input along $(0,0,-\sin\Delta_0,\cos\Delta_0)$. Multiplication by $N_0$ turns it into $(0,0,0,h_0)$, a purely circular component after D0. Turning D1 does not affect a circular component, and D1 does not sense it. If $\sin\Delta_1\ne0$, reflection at D1 converts part of it into $S_2$, linear polarization at $\pm45^\circ$ to the axes of D1. The turned D2 can analyse that.

If $\sin\Delta_1=0$, the component stays circular, and neither D2 nor D3 responds to it. If D1 retards but $\sin2\alpha_2=0$, the converted part is still invisible to both D2 and D3. With only the second turn present, the invisible change is instead $(0,0,-\sin(\Delta_0+\Delta_1),\cos(\Delta_0+\Delta_1))$, which becomes purely circular after D1. One effective turn thus recovers at most one of the two missing components.

For small equal turns $\alpha$, equation (1) gives $\det A\propto\alpha^2$. The last two columns of $A$ are themselves of order $\alpha$, so the two smallest singular values are at most of that order. The other two tend to nonzero values when the remaining factors in equation (1) are nonzero, because the planar matrix then has rank two: its rows for D2 and D3, proportional to $u+g_2v$ and $u+q_2v$, are independent. The product of all four singular values is $|\det A|$, so both small ones must be proportional to $\alpha$ at leading order. The condition number, the ratio of largest to smallest singular value, therefore grows as $1/\alpha$. A slight turn removes the singularity algebraically but leaves the instrument very sensitive to errors.

For fixed detectors and incidence angles, $45^\circ$ turns maximize $|\det A|$. This does not prove that they minimize the noise of every Stokes component.

## Oxide-coated silicon at 632.8 nm

Take three silicon photodiodes with 50 nm of oxide, at $70^\circ$ incidence. Rough typical indices are $3.88+0.02i$ for silicon and 1.46 for the oxide. D3 has a quarter-wave oxide, 108.4 nm thick. With one electron per absorbed photon, $\kappa=e\lambda/(hc)=0.5104$ A/W for all four.

The reflection coefficients follow from summing the multiple reflections in the film:

$$r_\nu=\frac{\rho_{01}+\rho_{12}e^{2iQ_1d}}{1+\rho_{01}\rho_{12}e^{2iQ_1d}},\quad \rho_{ij}=\frac{y_i-y_j}{y_i+y_j},\quad Q_j=\frac{2\pi}{\lambda}\sqrt{n_j^2-\sin^2\theta}.$$

Media 0, 1, 2 are air, oxide and silicon, $d$ is the oxide thickness, and $y_j=Q_j$ for $s$ or $Q_j/n_j^2$ for $p$. The result is $R_p=0.11075$, $R_s=0.62119$ and $\Delta=-95.64^\circ$; for D3, $T_3=0.9154$. With both turns at $45^\circ$,

$$\det A=(0.5104)^4(0.9154)(-0.25522)^3(0.068798)(0.26229)(-0.99516)=1.854\times10^{-5}\ (\mathrm{A/W})^4 .$$

The row formulas give, in A/W,

$$A_{\rm planar}=\begin{pmatrix}0.3236&0.1303&0&0\\0.0852&-0.0349&0&0\\0.0401&-0.0345&0&0\\0.0563&-0.0557&0&0\end{pmatrix},$$

$$A_{45^\circ}=\begin{pmatrix}0.3236&0.1303&0&0\\0.1184&-0.0826&-0.0034&-0.0340\\0.0425&-0.0290&-0.00675&0.0224\\0.0237&-0.0171&0.00925&0.0106\end{pmatrix}.$$

Consider a 1 mW beam with $S/S_0=(1,0.48,0.60,0.64)$ and a twin with the signs of $S_2$ and $S_3$ reversed. The planar instrument gives 386.1, 68.4, 23.5 and 29.6 µA for both. The turned instrument gives 386.1, 55.0, 38.9 and 27.8 µA for the first, but 386.1, 102.6, 18.3 and 3.2 µA for the twin. D0 still cannot tell them apart; the later detectors can.

The condition number is 32 for $45^\circ$ turns, 88 for $10^\circ$, 872 for $1^\circ$ and 8720 for $0.1^\circ$. Retardance matters too: if D1 alone loses its oxide while both turns stay at $45^\circ$, $\Delta_1$ becomes $-179.2^\circ$, $|\sin\Delta_1|$ falls from 0.995 to 0.014, and the condition number rises to 4413. The reflectances of D1 change as well, so not all of this rise is due to the retardance. The figure is for perfectly bare silicon. In air a thin native oxide forms, and with 1 to 2 nm of it the same model gives a condition number of roughly 1000 to 550.

Shot noise shows the cost. A current $I_k$ has variance $2eI_kB$ in bandwidth $B$, and independent noises propagate as $\mathrm{Var}(S_3)=\sum_k[(A^{-1})_{3k}]^2\,2eI_kB$, with rows and columns numbered from zero. For the first state at 1 mW and 1 kHz, the standard deviation of $S_3$, divided by the true $S_0$, is $3.1\times10^{-6}$ with $45^\circ$ turns and $9.8\times10^{-5}$ with $1^\circ$ turns.

## Real detectors and calibration

These values represent silicon diodes with a helium–neon laser only roughly; real coatings and collection efficiencies vary. To size the model's errors, currents from a perturbed instrument were inverted with the unperturbed $A_{45^\circ}$. The table gives the largest error in the vector $(S_1,S_2,S_3)/S_0$, whose true length is one, among 500 fully polarized states spread over all polarizations.

| Perturbation | Error |
|---|---:|
| Oxide 1 nm thicker on D0–D2 | 0.039 |
| Beam tilted $0.1^\circ$ in the plane of D0 | 0.014–0.028 |
| Silicon 10 K warmer, index slope roughly $4\times10^{-4}$/K | 0.007 |
| Responsivity of D1 up 0.1% | 0.002 |
| D3 tilted $5^\circ$ | 0.0004 |

The tilt entry is a range because folding the beam to the opposite side at D1 or D2, a turn of $\alpha+180^\circ$, leaves $A$ unchanged but alters how a tilt shifts the later incidence angles.

For errors of this size, $A$ is better measured than computed from nominal thicknesses. Four known input states with linearly independent Stokes vectors, placed as columns of a matrix $S_{\rm cal}$, give $A=I_{\rm cal}S_{\rm cal}^{-1}$. This absorbs fixed errors of thickness, angle and gain, but not later drift. The input states must themselves be known well: errors of $1^\circ$ in their directions on the Poincaré sphere, which for linear polarization means $0.5^\circ$ in azimuth, typically leave a largest error of about 0.035 when the states are horizontal, vertical, $45^\circ$ linear and circular, similar to that from 1 nm of oxide, and about 0.025 when they form a regular tetrahedron on the sphere. Calibration also cannot supply a response that the planar geometry lacks.

The single-pass assumption needs care. D3 reflects 8.5% of its light, which returns to D2 if D3 is exactly normal to the beam. For the first state above, the power reaching D3 is $27.8/(0.5104\times0.9154)=59.5$ µW. The returned 5.0 µW could add at most 2.6 µA to the 38.9 µA of D2. Part of it is reflected onward to D1 and D0. Following it back through the instrument adds about 1.1, 1.0 and 0.3 µA to D2, D1 and D0, and over all fully polarized states, ignoring the returned light can cause an error of about 0.08 in the normalized Stokes vector. A small tilt removes this light if the reflected beam clears the other detectors, and the table shows that a $5^\circ$ tilt itself costs little.

Stress or a surface pattern can make a real diode anisotropic. Equation (1) then no longer applies as written, and the size of that effect depends on the particular device.
